# Point groups from noisy coordinates: inertia, equivalent atoms and closure: a numerical check

```python
"""Point-group detection from noisy coordinates.

Result under test: a candidate g = (perm, s) has the defect
  e(g) = min over orthogonal R with det R = s of rms_i |R x_i - x_perm(i)|.
Then e(gh) <= e(g) + e(h), so the set accepted at tolerance tau need not
be closed.  If the noise has rms u, and Delta is the smallest defect of a
non-symmetry of the ideal structure, then 2u <= tau < Delta - 2u makes the
accepted set equal to the true group.
Symbols: X centred positions (N x 3, bohr), Z species labels, tau tolerance,
M = X^T X; the unit-weight inertia tensor is tr(M) 1 - M.
"""
import itertools
import numpy as np
from scipy.optimize import minimize
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(7)


def centre(X):
    X = np.asarray(X, float)
    return X - X.mean(axis=0)


def fit(X, Y, s):
    """Best orthogonal R of determinant s taking rows of X to rows of Y."""
    A, _, Bt = np.linalg.svd(X.T @ Y)
    d = s * np.sign(np.linalg.det(A) * np.linalg.det(Bt))
    R = Bt.T @ np.diag([1.0, 1.0, d]) @ A.T
    return R, np.sqrt(np.sum((X @ R.T - Y) ** 2) / len(X))


def defect(X, g):
    return fit(X, X[list(g[0])], g[1])[1]


def mul(a, b):
    return tuple(a[0][j] for j in b[0]), a[1] * b[1]


def inverse(g):
    return tuple(int(k) for k in np.argsort(g[0])), g[1]


def identity(n):
    return tuple(range(n)), 1


def closed(S):
    return all(mul(a, b) in S for a in S for b in S)


def generate(S):
    S = set(S)
    while True:
        bigger = S | {mul(a, b) for a in S for b in S}
        if len(bigger) == len(S):
            return S
        S = bigger


def all_defects(X, Z):
    """Exhaustive list over all species-preserving permutations."""
    n = len(Z)
    blocks = [[i for i in range(n) if Z[i] == z] for z in sorted(set(Z))]
    out = {}
    for images in itertools.product(*[itertools.permutations(b) for b in blocks]):
        p = [0] * n
        for b, im in zip(blocks, images):
            for i, j in zip(b, im):
                p[i] = j
        for s in (1, -1):
            out[(tuple(p), s)] = defect(X, (tuple(p), s))
    return out


def search(X, Z, tau):
    """Accepted candidates by fingerprints and a distance-matched tree."""
    n = len(Z)
    Z = np.asarray(Z)
    slack = np.sqrt(2 * n) * tau + 1e-9
    D = np.linalg.norm(X[:, None] - X[None], axis=2)
    finger = [np.concatenate([np.sort(D[i, Z == z]) for z in np.unique(Z)])
              for i in range(n)]
    allowed = [[j for j in range(n) if Z[i] == Z[j]
                and np.max(np.abs(finger[i] - finger[j])) <= slack]
               for i in range(n)]

    def extend(img):
        i = len(img)
        if i == n:
            yield tuple(img)
            return
        for j in allowed[i]:
            if j not in img and (i == 0 or np.all(
                    np.abs(D[i, :i] - D[j, img]) <= slack)):
                yield from extend(img + [j])

    found = {}
    for p in extend([]):
        for s in (1, -1):
            e = defect(X, (p, s))
            if e <= tau + 1e-12:
                found[(p, s)] = e
    return found


def symmetrise(X, S):
    """Structure exactly invariant under the closed set S (Gram average)."""
    K = X @ X.T
    K = sum(K[np.ix_(p, p)] for p, _ in S) / len(S)
    w, V = np.linalg.eigh(K)
    rank = 2 if (identity(len(X))[0], -1) in S else 3
    Y = np.zeros((len(X), 3))
    Y[:, :rank] = V[:, -rank:] * np.sqrt(np.maximum(w[-rank:], 0))
    return Y


def group_name(X, S):
    Y = symmetrise(X, S)
    proper, improper = [], []
    for p, s in S:
        R, residual = fit(Y, Y[list(p)], s)
        assert residual < 1e-6, "no exact realisation of the closed set"
        (proper if s == 1 else improper).append(R)

    def order(R):
        P, k = R.copy(), 1
        while np.max(np.abs(P - np.eye(3))) > 1e-4:
            P, k = P @ R, k + 1
            assert k < 50
        return k

    orders = [order(R) for R in proper]
    n, p = max(orders), len(proper)
    mirrors = sum(abs(np.trace(R) - 1) < 1e-4 for R in improper)
    inversion = any(abs(np.trace(R) + 3) < 1e-4 for R in improper)
    if orders.count(3) >= 8:
        base = {12: "T", 24: "O", 60: "I"}[p]
        if not improper:
            return base
        return base + ("h" if inversion else "d")
    if p == 2 * n and n > 1:
        if not improper:
            return f"D{n}"
        return f"D{n}h" if mirrors == n + 1 else f"D{n}d"
    if not improper:
        return f"C{n}"
    if n == 1:
        return "Cs" if mirrors else "Ci"
    return {n: f"C{n}v", 1: f"C{n}h", 0: f"S{2 * n}"}[mirrors]


def split_bound(X, u):
    """Largest splitting of a degenerate pair of M under rms noise u."""
    a = np.sqrt(len(X)) * u
    return 2 * a * (2 * np.linalg.norm(X, 2) + a)


def detect(X, Z, tau):
    """Return (name or 'not closed', accepted set, rotor class)."""
    n = len(Z)
    m = np.linalg.eigvalsh(X.T @ X)
    S = search(X, Z, tau)
    if 2 * np.sqrt(max(m[0] + m[1], 0) / n) <= tau:
        swapped = any(p != identity(n)[0] for p, _ in S)
        return ("Dinfh" if swapped else "Cinfv"), S, "linear"
    near = int(np.sum(np.diff(m) <= split_bound(X, tau / 2)))
    rotor = ("asymmetric", "symmetric", "spherical")[near]
    if near == 0:
        S = {g: e for g, e in S.items() if mul(g, g) == identity(n)}
    return (group_name(X, S) if closed(S) else "not closed"), S, rotor


def noise(n, u):
    U = rng.normal(size=(n, 3))
    return U * u * np.sqrt(n) / np.linalg.norm(U)


def ring(n, r, z=0.0, phase=0.0):
    t = np.radians(phase) + 2 * np.pi * np.arange(n) / n
    return [[r * np.cos(a), r * np.sin(a), z] for a in t]


# ---- distorted AB3 pyramid -------------------------------------------------
rho, h, eps, phi = 2.0, 1.0, 0.05, np.radians(30)
ZP = [1, 1, 1, 2]
P0 = centre(ring(3, rho) + [[0, 0, h]])
theta = 2 * np.pi * np.arange(3) / 3
pattern = np.zeros((4, 3))
pattern[:3, 0] = np.cos(theta - phi) * np.cos(theta)
pattern[:3, 1] = np.cos(theta - phi) * np.sin(theta)
P = centre(P0 + eps * pattern)
mirror = [((0, 2, 1, 3), -1), ((2, 1, 0, 3), -1), ((1, 0, 2, 3), -1)]
C3 = ((1, 2, 0, 3), 1)
q = eps * np.sqrt((1.5 - 9 / 16 - (9 * h**2 / 64)
                   / (1.5 * rho**2 + 0.75 * h**2)) / 4)

# Defect from its definition: direct minimisation over rotation vectors.
for g in (mirror[0], C3, ((0, 2, 1, 3), 1)):
    def cost(v):
        R = Rotation.from_rotvec(v).as_matrix() @ np.diag([1, 1, g[1]])
        return np.sum((P @ R.T - P[list(g[0])]) ** 2) / 4
    best = min(minimize(cost, rng.normal(size=3) * 1.5).fun for _ in range(12))
    assert abs(np.sqrt(best) - defect(P, g)) < 1e-4


# First-order law: project rigid motions out of gU - U.
def linear_defect(X0, U, g):
    p = list(g[0])
    R = fit(X0, X0[p], g[1])[0]
    W = np.zeros_like(U)
    W[p] = U @ R.T - U[p]
    rigid = [np.tile(a, (len(U), 1)).ravel() for a in np.eye(3)]
    rigid += [np.cross(a, X0).ravel() for a in np.eye(3)]
    B = np.linalg.qr(np.array(rigid).T)[0]
    w = W.ravel()
    return np.linalg.norm(w - B @ (B.T @ w)) / np.sqrt(len(U))


tiny = 1e-4
phase_law = [2 * abs(np.sin(phi - t)) for t in theta] + [np.sqrt(3)]
for g, factor in zip(mirror + [C3], phase_law):
    true = defect(centre(P0 + tiny * pattern), g)
    assert abs(true / linear_defect(P0, tiny * pattern, g) - 1) < 1e-3
    assert abs(true / (factor * q * tiny / eps) - 1) < 1e-3
U_any = noise(4, tiny)
for g in mirror + [C3]:
    assert abs(defect(centre(P0 + U_any), g)
               / linear_defect(P0, U_any, g) - 1) < 1e-2

print(f"pyramid: ring radius {rho} bohr, apex height {h} bohr")
print(f"distortion eps {eps} bohr, phase {np.degrees(phi):.0f} deg")
print("ring radii (bohr):", np.round(rho + eps * np.cos(theta - phi), 4))
print(f"first-order unit q = {q:.5f} bohr")
for label, g, f in zip(("mirror 1", "mirror 2", "mirror 3", "C3"),
                       mirror + [C3], phase_law):
    print(f"defect {label}: {defect(P, g):.5f} bohr, first order {f*q:.5f}")

defects = all_defects(P, ZP)
levels = sorted({round(e, 9) for e in defects.values()})
sizes, verdicts = [], []
print("ladder: from defect (bohr), accepted number, verdict")
for lev in levels:
    if lev > 0.1:
        print(f"next defect above the ladder: {lev:.4f} bohr")
        break
    S = {g for g, e in defects.items() if e <= lev + 2e-9}
    verdict = group_name(P, S) if closed(S) else "not closed"
    sizes.append(len(S))
    verdicts.append(verdict)
    print(f"  {lev:.5f}  {len(S)}  {verdict}")
assert sizes == [1, 2, 3, 5, 6]
assert verdicts == ["C1", "Cs", "not closed", "not closed", "C3v"]

for tau, expected in ((0.01, "C1"), (0.03, "not closed"), (0.06, "C3v")):
    name, S, rotor = detect(P, ZP, tau)
    assert name == expected
    print(f"tau {tau} bohr: {name}, {len(S)} accepted, rotor {rotor}")
full = generate(search(P, ZP, 0.03))
worst = max(defect(P, g) for g in full)
assert len(full) == 6 and 0.03 < worst
print(f"generated from tau 0.03: order {len(full)}, worst {worst:.5f} bohr")
Y = symmetrise(P, full)
shift = min(fit(P, Y, s)[1] for s in (1, -1))
assert abs(shift / q - 1) < 0.05
print(f"rms distance to symmetrised structure: {shift:.5f} bohr")
m = np.linalg.eigvalsh(P.T @ P)
assert 1e-3 < m[2] - m[1] <= split_bound(P, shift)
print("unit-weight moments (bohr^2):", np.round(np.sort(m.sum() - m), 4))
print(f"pair splitting {m[2]-m[1]:.4f}, bound {split_bound(P, shift):.4f} bohr^2")

# ---- triangle inequality on a cloud without symmetry -----------------------
cloud = centre(rng.normal(size=(5, 3)))
E = all_defects(cloud, [1] * 5)
keys = list(E)
for _ in range(5000):
    a, b = keys[rng.integers(len(keys))], keys[rng.integers(len(keys))]
    assert E[mul(a, b)] <= E[a] + E[b] + 1e-10
    assert abs(E[a] - E[inverse(a)]) < 1e-10

# ---- noise theorem near its limit, and completeness of the search ----------
tetra = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) * 1.2
octa = np.vstack([np.eye(3), -np.eye(3)]) * 3.0
origin = [[0.0, 0.0, 0.0]]
AB4 = np.vstack([origin, tetra])
AB6 = np.vstack([origin, octa])
for label, X0, Z in (("AB3", P0, ZP), ("AB4", AB4, [2] + [1] * 4),
                     ("AB6", AB6, [2] + [1] * 6)):
    ideal = all_defects(centre(X0), Z)
    G = {g for g, e in ideal.items() if e < 1e-7}
    Delta = min(e for e in ideal.values() if e >= 1e-7)
    for _ in range(3):
        X = centre(X0 + noise(len(Z), 0.24 * Delta))
        brute = all_defects(X, Z)
        assert {g for g, e in brute.items() if e <= Delta / 2} == G
        for tau in (0.1 * Delta, 0.3 * Delta, 0.5 * Delta):
            assert set(search(X, Z, tau)) == {
                g for g, e in brute.items() if e <= tau}
    print(f"{label}: order {len(G)}, Delta {Delta:.4f} bohr")
    if label == "AB3":
        G3 = G

# ---- outcomes for random noise on the ideal pyramid ------------------------
u, draws = 0.02, 400
ratios = (0.5, 1.0, 1.5, 2.0)
count = {r: [0, 0, 0] for r in ratios}
closed_despite_defects = 0
for _ in range(draws):
    E = all_defects(centre(P0 + noise(4, u)), ZP)
    for r in ratios:
        S = {g for g, e in E.items() if e <= r * u}
        is_closed = closed(S)
        if not any(r * u < e <= 2 * r * u for e in E.values()):
            assert is_closed
        elif is_closed:
            closed_despite_defects += 1
        count[r][0 if S == G3 else 1 if is_closed else 2] += 1
assert count[2.0] == [draws, 0, 0]
assert max(c[2] for c in count.values()) > 0
assert closed_despite_defects > 0
print(f"random noise rms {u} bohr, {draws} draws: C3v / other closed / open")
for r in ratios:
    print(f"  tau/u {r}: {count[r][0]} / {count[r][1]} / {count[r][2]}")

# ---- complete algorithm on noisy model molecules ---------------------------
gold = (1 + np.sqrt(5)) / 2


def twelve(a, b):
    return [np.roll([0, i * a, j * b], k)
            for k in range(3) for i in (1, -1) for j in (1, -1)]


inv = np.array([[2, 0, 0], [1, 2.5, 0], [1, 1, 3]], float)
disph = ring(2, 1.5, 1.6) + ring(2, 1.5, -1.6, 90)
models = [
    ("C1", [[0, 0, 0], [2, 0, 0], [0, 2.5, 0], [.5, .5, 2.2]], [1, 2, 3, 4]),
    ("Cs", [[0, 0, 0], [2, 0, 0], [0.5, 2.5, 0]], [1, 2, 3]),
    ("Ci", np.vstack([inv, -inv]), [1, 2, 3] * 2),
    ("C2", ring(2, 1.4) + ring(2, 2, 1, 50), [1, 1, 2, 2]),
    ("C2v", origin + ring(2, 1.5, 1.2), [2, 1, 1]),
    ("C2h", ring(2, 1.4) + ring(2, 2.5, 0, 50), [1, 1, 2, 2]),
    ("C3", ring(3, 2) + ring(3, 2, 1.5, 25), [1] * 3 + [2] * 3),
    ("C3v", P0, ZP),
    ("C3h", ring(3, 2) + ring(3, 3, 0, 25), [1] * 3 + [2] * 3),
    ("S4", disph + ring(2, 2.5, .6, 30) + ring(2, 2.5, -.6, 120),
     [1] * 4 + [2] * 4),
    ("D2d", disph, [1] * 4),
    ("D2h", octa, [1, 2, 3, 1, 2, 3]),
    ("D3", ring(3, 2, 1.5) + ring(3, 2, -1.5, 25), [1] * 6),
    ("D3h", origin + ring(3, 2.5), [2, 1, 1, 1]),
    ("D3d", ring(3, 2, .8) + ring(3, 2, -.8, 60), [1] * 6),
    ("D4d", ring(4, 4, 1) + ring(4, 4, -1, 45), [1] * 8),
    ("D6h", ring(6, 2.6) + ring(6, 4.6), [1] * 6 + [2] * 6),
    ("Td", AB4, [2] + [1] * 4),
    ("Th", twelve(1.2, 3.0), [1] * 12),
    ("Oh", AB6, [2] + [1] * 6),
    ("Ih", twelve(1.6, 1.6 * gold), [1] * 12),
    ("Cinfv", [[0, 0, 0], [0, 0, 2], [0, 0, 4.5]], [1, 2, 3]),
    ("Dinfh", [[0, 0, -2.2], [0, 0, 0], [0, 0, 2.2]], [1, 2, 1]),
]
u, tau = 0.02, 0.05
rotors = {}
print(f"models, noise rms {u}, tau {tau} bohr: group, accepted, rotor, worst e")
for expected, X0, Z in models:
    X = centre(np.asarray(X0, float) + noise(len(Z), u))
    name, S, rotor = detect(X, Z, tau)
    assert name == expected, (name, expected)
    rotors[name] = rotor
    size = "-" if rotor == "linear" else len(S)
    print(f"  {name} {size} {rotor} {max(S.values()):.4f}")
assert rotors["C2v"] == "asymmetric" and rotors["C3v"] == "symmetric"
assert rotors["Td"] == "spherical"
assert rotors["D2h"] == "spherical"  # accidental degeneracy, no cubic group

print("verified")
```

Running it gives:

```
pyramid: ring radius 2.0 bohr, apex height 1.0 bohr
distortion eps 0.05 bohr, phase 30 deg
ring radii (bohr): [2.0433 2.     1.9567]
first-order unit q = 0.02394 bohr
defect mirror 1: 0.02393 bohr, first order 0.02394
defect mirror 2: 0.04787 bohr, first order 0.04787
defect mirror 3: 0.02394 bohr, first order 0.02394
defect C3: 0.04146 bohr, first order 0.04146
ladder: from defect (bohr), accepted number, verdict
  0.00000  1  C1
  0.02393  2  Cs
  0.02394  3  not closed
  0.04146  5  not closed
  0.04787  6  C3v
next defect above the ladder: 0.8660 bohr
tau 0.01 bohr: C1, 1 accepted, rotor asymmetric
tau 0.03 bohr: not closed, 3 accepted, rotor asymmetric
tau 0.06 bohr: C3v, 6 accepted, rotor symmetric
generated from tau 0.03: order 6, worst 0.04787 bohr
rms distance to symmetrised structure: 0.02394 bohr
unit-weight moments (bohr^2): [ 6.6011  6.9011 12.0024]
pair splitting 0.3000, bound 0.4795 bohr^2
AB3: order 6, Delta 0.8660 bohr
AB4: order 24, Delta 2.1466 bohr
AB6: order 48, Delta 2.2678 bohr
random noise rms 0.02 bohr, 400 draws: C3v / other closed / open
  tau/u 0.5: 19 / 333 / 48
  tau/u 1.0: 200 / 73 / 127
  tau/u 1.5: 382 / 1 / 17
  tau/u 2.0: 400 / 0 / 0
models, noise rms 0.02, tau 0.05 bohr: group, accepted, rotor, worst e
  C1 1 asymmetric 0.0000
  Cs 2 asymmetric 0.0000
  Ci 2 asymmetric 0.0233
  C2 2 asymmetric 0.0076
  C2v 4 asymmetric 0.0195
  C2h 4 asymmetric 0.0103
  C3 3 symmetric 0.0261
  C3v 6 symmetric 0.0258
  C3h 6 symmetric 0.0168
  S4 4 symmetric 0.0241
  D2d 8 symmetric 0.0125
  D2h 8 spherical 0.0245
  D3 6 symmetric 0.0236
  D3h 12 symmetric 0.0206
  D3d 12 symmetric 0.0227
  D4d 16 symmetric 0.0302
  D6h 24 symmetric 0.0310
  Td 24 spherical 0.0252
  Th 24 spherical 0.0329
  Oh 48 spherical 0.0297
  Ih 120 spherical 0.0301
  Cinfv - linear 0.0000
  Dinfh - linear 0.0190
verified
```
